# Equilibrium Electron Density of a Modulation-Doped Monolayer

## Problem

A monolayer semiconductor lies in the plane $z=0$. The barrier material beside it has an undoped spacer, $0<z<d$, followed by a thick region with net donor density $N$. Spacer and doped barrier have the same permittivity $\varepsilon=\varepsilon_r\varepsilon_0$. Before any charge moves, the donor level lies an energy $\Delta$ above the conduction-band edge of the monolayer, so electrons can lower their energy by leaving the donors for the monolayer.

Take $N=1\times10^{19}\ \mathrm{cm^{-3}}$, $\varepsilon_r=4$, $d=1$ nm and $\Delta=0.5$ eV. Neglect band filling: the Fermi level of the occupied monolayer is placed at its band edge.

1. Show that the donors empty in a layer of definite thickness $W$ next to the spacer.
2. Derive the equilibrium electron density $n$ of the monolayer, per unit area, and evaluate it.
3. Find the field in the spacer and the voltage drops across the spacer and the depleted layer.
4. Find how $n$ responds to small changes in $\Delta$ and $d$, and its limits for no spacer and for very heavy doping.
5. Estimate several effects that the model leaves out.

The donor charge is treated as a continuum. There is no gate or other charge, so the field vanishes on the far side of the monolayer and deep in the barrier. In the neutral barrier the Fermi level is taken at the donor level. Slight compensation by acceptors motivates this at low temperature: some donors are then empty even in neutral material, and in the continuum picture a partly filled level holds the Fermi level close to itself. The fields of individual charged impurities can still shift it by an energy of the size estimated under "Discrete donors" below.

## Hints

**Hint 1.** Move one electron from a donor at $z_0$ to the monolayer. It gains $\Delta$. Over which distance does this transfer change the electric field, and what does that cost?

**Hint 2.** The cost cannot decrease as $z_0$ increases. Which donors empty first?

**Hint 3.** Neutrality connects $n$ with $W$. Gauss's law then gives a constant field in the spacer and a linearly falling field in the depleted layer.

**Hint 4.** Transfer stops when the potential-energy difference between monolayer and neutral barrier has used up the whole of $\Delta$.

## Solution

### Why the depleted layer has a sharp edge

Let $f(z)$, between 0 and 1, be the fraction of the $N$ available donor electrons at $z$ that have moved to the monolayer. The positive donors and the negative sheet produce a field pointing towards the sheet. Let $F(z)\ge0$ be its magnitude. Since the field vanishes deep in the barrier, Gauss's law gives

$$F(z)=\frac{eN}{\varepsilon}\int_z^\infty f(z')\,dz',$$

where $f=0$ in the spacer. The energy per unit area, relative to the state before transfer, is

$$\mathcal E=-\Delta\,n+\frac{\varepsilon}{2}\int_0^\infty F^2\,dz,\qquad n=N\int_d^\infty f\,dz.$$

Now transfer a small additional number $\delta n$ of electrons per unit area from $z_0$. The field grows by $\delta F=e\,\delta n/\varepsilon$ between the sheet and $z_0$ and is unchanged beyond. To first order,

$$\delta\mathcal E=-\Delta\,\delta n+\varepsilon\int_0^{z_0}F\,\delta F\,dz
=\left[-\Delta+e\int_0^{z_0}F\,dz\right]\delta n .$$

The integral is the voltage between the sheet and $z_0$. Because $F\ge0$, it does not decrease with $z_0$, so the nearest donors are the cheapest to empty.

Partial emptying over a finite interval is also excluded. It would require the bracket to vanish throughout the interval, since otherwise moving more or fewer electrons would lower the energy. The voltage would then be constant there, so $F=0$. But Gauss's law gives $F>0$ wherever there are emptied donors farther out. The minimum within this continuum model therefore has $f=1$ for $d<z<d+W$ and $f=0$ beyond.

At the edge the bracket vanishes: the last transferred electron neither gains nor loses energy. This is the same condition as a common Fermi level in the monolayer and the neutral barrier.

### The density formula

Every electron in the sheet leaves one positive charge in the depleted layer, so

$$n=NW.$$

The field is constant in the spacer and falls linearly to zero at the depletion edge:

$$F(z)=\begin{cases}
eNW/\varepsilon, & 0<z<d,\\[2pt]
eN(d+W-z)/\varepsilon, & d<z<d+W.
\end{cases}$$

The two voltage drops are

$$V_{\rm sp}=\frac{eNWd}{\varepsilon},\qquad
V_{\rm dep}=\frac{eN}{\varepsilon}\int_d^{d+W}(d+W-z)\,dz=\frac{eNW^2}{2\varepsilon}.$$

Here $\Delta$ is an energy and $\Delta/e$ a voltage. Equilibrium requires $V_{\rm sp}+V_{\rm dep}=\Delta/e$. Multiplying by $2\varepsilon/(eN)$ gives

$$W^2+2dW=\frac{2\varepsilon\Delta}{e^2N}.$$

Adding $d^2$ to both sides makes the left side $(W+d)^2$. Since $W+d$ must be positive, only the positive square root is allowed:

$$\boxed{\,n=NW,\qquad W=-d+\sqrt{d^2+\frac{2\varepsilon\Delta}{e^2N}}\,}$$

### The numbers

It is convenient to measure lengths in nm and potentials in volts. Then $\varepsilon/e=0.2211\ \mathrm{V^{-1}\,nm^{-1}}$ and $N=0.01\ \mathrm{nm^{-3}}$. The second term under the root is

$$\frac{2\varepsilon\Delta}{e^2N}=\frac{2(0.2211)(0.5)}{0.01}\ \mathrm{nm^2}\approx22.1\ \mathrm{nm^2}.$$

Therefore

$$W=-1+\sqrt{1+22.1}\approx3.81\ \mathrm{nm},$$

$$n=(0.01)(3.81)\ \mathrm{nm^{-2}}\approx3.8\times10^{12}\ \mathrm{cm^{-2}}.$$

The spacer field is $0.0381/0.2211=0.172$ V/nm, or 1.72 MV/cm. Over 1 nm it takes up 0.172 V. The depleted layer takes up the remaining 0.328 V. About one third of the available voltage is thus spent in the spacer, where it ionizes no donors.

### Sensitivity and limits

Differentiate the quadratic equation at fixed $N$ and $d$. This gives $2(W+d)\,dW=2\varepsilon\,d\Delta/(e^2N)$, and multiplication by $N/[2(W+d)]$ yields

$$\frac{\partial n}{\partial\Delta}=\frac{\varepsilon}{e^2(d+W)}\approx4.6\times10^{12}\ \mathrm{cm^{-2}\,eV^{-1}}.$$

This is the capacitance per unit area of a plate pair separated by $d+W$, divided by $e^2$. Extra charge is taken from the depletion edge, not from the middle of the layer. An uncertainty of 0.1 eV in the offset changes $n$ by about $4.6\times10^{11}\ \mathrm{cm^{-2}}$, or 12% of $n$.

At fixed $N$ and $\Delta$, a change $\delta d$ of the spacer gives $2W\,\delta W+2W\,\delta d+2d\,\delta W=0$. Hence

$$\frac{\delta n}{n}=\frac{\delta W}{W}=-\frac{\delta d}{d+W}.$$

To see the limits, multiply and divide $W$ by $d+\sqrt{d^2+2\varepsilon\Delta/(e^2N)}$. The difference of squares in the numerator is $2\varepsilon\Delta/(e^2N)$, so

$$n=\frac{2\varepsilon\Delta/e^2}{d+\sqrt{d^2+2\varepsilon\Delta/(e^2N)}}.$$

- **No spacer.** For $d=0$, $n=\sqrt{2\varepsilon\Delta N}/e=4.7\times10^{12}\ \mathrm{cm^{-2}}$. Density then grows as the square root of doping.
- **Very heavy doping.** When $2\varepsilon\Delta/(e^2N)\ll d^2$, the root tends to $d$ and $n\to\varepsilon\Delta/(e^2d)=1.1\times10^{13}\ \mathrm{cm^{-2}}$. Nearly all the voltage then falls across the spacer. Raising $N$ to $1\times10^{21}\ \mathrm{cm^{-3}}$, with the other inputs fixed, gives $1.05\times10^{13}\ \mathrm{cm^{-2}}$. A hundredfold increase in doping has raised $n$ by less than a factor of three.

The second limit is a property of the electrostatic formula. At such doping the assumption of isolated donors with a sharp level would need its own justification.

### What the model leaves out

**Position of the sheet charge.** The electrons occupy a layer of finite thickness, not the surface plane of the spacer. Adding 0.3 nm of spacer as a rough allowance, with the barrier's permittivity, lowers the density to $3.6\times10^{12}\ \mathrm{cm^{-2}}$, a change of $-6\%$. The linear estimate $-0.3/4.81$ gives the same size.

**Discrete donors.** The mean spacing $N^{-1/3}=4.64$ nm exceeds the depleted thickness of 3.81 nm. The continuum can describe an average over a large area, but not the local charge. The Coulomb energy at this spacing,

$$\frac{e^2}{4\pi\varepsilon N^{-1/3}}\approx78\ \mathrm{meV},$$

sets the scale on which nearby charges shift a donor level. Multiplied by $\partial n/\partial\Delta$, it corresponds to 9% of $n$. This is a scale for the uncertainty, not a calculated correction. One contribution has a known sign: for weak compensation at low temperature, the Fermi level of the neutral barrier lies about this far above the level of an isolated donor, which by itself would raise $n$.

The monolayer also feels a fluctuating potential. For randomly placed, uncorrelated ionized donors and linear screening by the sheet, its variance is

$$\sigma^2=N\int_d^{d+W}\!dz\int\frac{d^2q}{(2\pi)^2}
\left[\frac{e^2}{2\varepsilon(q+q_s)}\right]^2e^{-2qz}.$$

Here $q$ is the in-plane wave number, $q_s=(e^2/2\varepsilon)\,\partial n/\partial\mu$, and $\mu$ is the chemical potential of the sheet. The formula assumes permittivity $\varepsilon$ on both sides of the sheet. With the 300 K band model of Variation 1, numerical integration gives $\sigma\approx12$ meV. A constant $q_s$ overstates the screening of short waves, and the wave-number-dependent response of the same band at 300 K raises $\sigma$ to about 13.5 meV. Either value is about half the thermal energy, so linear screening is itself a rough approximation.

**Breakdown.** Against a rough breakdown field of 10 MV/cm for a good thin insulator, the average spacer field is a factor of about six lower. Local fields can be several times higher. A single ionized donor 1 nm from the sheet produces $e/(4\pi\varepsilon d^2)\approx3.6$ MV/cm at the nearest point of the sheet, and twice that if the sheet screens like a metal. The average field alone therefore does not establish a safety margin.

**Time to reach equilibrium.** The energy argument does not say how fast electrons move. Suppose the donors lie $E_b=2$ eV below the barrier's conduction-band edge and the tunnelling mass is $m_t=0.5$ free-electron masses. Let $U(z)$ be the electron's electrostatic energy relative to the neutral barrier, in the final equilibrium profile. A semiclassical estimate for a donor at $z_0$ is

$$\tau\sim\frac{h}{E_b}\exp\left[\frac{2}{\hbar}\int_0^{z_0}\sqrt{2m_t\,[E_b+U(z)-U(z_0)]}\,dz\right].$$

It gives about $10^{-10}$ s for a donor at the spacer boundary, but about $4\times10^7$ s, more than a year, at the depletion edge. The assumed mass and depth enter through the exponent, so the longer time is uncertain by many powers of ten. With $m_t=0.3$ free-electron masses instead of 0.5, it falls to about 400 s.

Thermal escape from the edge donor over the top of the barrier also has to overcome the band bending $\Delta$, which gives $\tau\sim(h/E_b)\exp[(E_b+\Delta)/k_BT]$. This is about $10^{27}$ s at 300 K and about 10 s at 800 K. These are upper estimates for the thermal path, because an electron excited to the barrier's conduction band can tunnel through the bent band instead of crossing its top. With $m_t=0.5$ free-electron masses this shortens the times to roughly $10^{23}$ s and 1 to 2 s. For such deep donors, cooling or waiting at room temperature need not produce the calculated equilibrium. A hot step, light or another transfer path may be needed. A density frozen in after a hot step would reflect the temperature at which exchange stopped.

### Comparison with a real system

The permittivity is close to that of silica and roughly that of hexagonal boron nitride for a field across its layers. Monolayer MoS₂ beside such a barrier is a suitable real case for the scale of the problem, and electron densities of roughly $10^{12}$ to $10^{13}\ \mathrm{cm^{-2}}$ are relevant to its transistors. The uniform donor density and single donor level are chosen model inputs, not standard properties of either insulator. Real barriers can contain clustered defects, a spread of levels and additional interface charge. For the present inputs, discreteness alone introduces a scale of 9% in density, while a 0.1 eV change in the average level moves it by 12%. Slow exchange can matter more: if the outer donors do not empty, the equilibrium formula does not apply.

## Variation 1: restore band filling

*Keep the same barrier, but give the monolayer a parabolic band with effective mass $m=0.5$ free-electron masses and spin-valley degeneracy $g=4$, rough values for MoS₂. Find the density at zero temperature and at 300 K.*

The density of states per unit area and energy is constant:

$$D=\frac{gm}{2\pi\hbar^2}=4.18\times10^{14}\ \mathrm{cm^{-2}\,eV^{-1}}.$$

At zero temperature the Fermi level lies $n/D$ above the band edge. This leaves $\Delta-n/D$ for the electrostatic energy:

$$\Delta-\frac{n}{D}=\frac{e^2n}{\varepsilon}\left(d+\frac W2\right).$$

Move $n/D$ to the right and take out the common factor:

$$\Delta=\frac{e^2n}{\varepsilon}\left(d+\frac{\varepsilon}{e^2D}+\frac W2\right).$$

Band filling therefore acts as an additional spacer of length $\varepsilon/(e^2D)=0.053$ nm. The density becomes $3.77\times10^{12}\ \mathrm{cm^{-2}}$, about 1% below the value without filling. The filling energy is only about 9 meV, compared with an offset of 500 meV.

This is the effect of filling alone. Exchange between the sheet electrons acts the other way and can be larger. For an ideally thin sheet with permittivity $\varepsilon$ on both sides, the first-order exchange term at zero temperature lowers the chemical potential by $e^2k_F/(2\pi^2\varepsilon)\approx79$ meV, where $k_F=\sqrt{4\pi n/g}$. Included self-consistently, it would raise $n$ by about 10% from the value with filling. The monolayer's own polarizability, neglected here, would weaken this effect. The sheet is also dilute: the radius $1/\sqrt{\pi n}$ per electron is about seven effective Bohr radii. First-order exchange is then not a controlled approximation, and correlation, which lowers the chemical potential further, is left out. The value $g=4$ also ignores the spin-orbit splitting of the MoS₂ conduction band, reported as a few meV up to about 15 meV and so comparable with the filling energy. With $g=2$, filling lowers $n$ by about 2%, and the exchange term grows to about 110 meV and raises $n$ by about 14%. Exchange is also omitted from the 300 K results below.

At temperature $T$, integrating the Fermi function over the constant density of states gives

$$n=Dk_BT\ln\left[1+e^{(E_F-E_c)/k_BT}\right],$$

where $E_F$ is the Fermi level and $E_c$ the monolayer band edge. Solving for their separation,

$$E_F-E_c=k_BT\ln\left[e^{n/(Dk_BT)}-1\right].$$

This replaces $n/D$ in the energy balance. With the barrier Fermi level still held at the donor level, a numerical solution at 300 K gives $E_F-E_c\approx-21.5$ meV and $n\approx3.9\times10^{12}\ \mathrm{cm^{-2}}$. The correction has changed sign because the Fermi level now lies below the band edge.

The donors are warm too. Let $u$ be the donor level minus the Fermi level, and let $N_D$ and $N_A$ be the donor and acceptor densities. With twofold spin degeneracy of the filled donor, Poisson's equation reads

$$\frac{d^2u}{dz^2}=\frac{e^2}{\varepsilon}\left[\frac{N_D}{1+2e^{-u/k_BT}}-N_A\right].$$

Multiplying by $du/dz$ and integrating from the neutral barrier gives the field at the spacer, and hence $n$, as a function of $u$ there. Across the spacer the electron energy rises by a further $e^2nd/\varepsilon$, so the monolayer band edge lies at $E_c-E_F=u+e^2nd/\varepsilon-\Delta$, with $u$ taken at the spacer boundary. Inserting this in the monolayer equation for $n$ fixes $u$. Take $N_A/N_D=0.1$ and hold the net density $N_D-N_A$ at $1\times10^{19}\ \mathrm{cm^{-3}}$. The numerical root is $n\approx3.8\times10^{12}\ \mathrm{cm^{-2}}$, 0.6% below the original formula. For these inputs the thermal changes in sheet and donors nearly cancel. Their near cancellation is not a general rule.

## Variation 2: a barrier thinner than the depletion width

*Replace the thick doped region by one of thickness $t=2$ nm. Keep $N$, $d$, $\varepsilon$ and $\Delta$ fixed, and assume that its outer surface carries no charge. Find $n$, again without band filling.*

The thick-barrier solution would need 3.81 nm of donors, but only 2 nm are present. Try emptying all of them. Replacing $W$ by $t$ in the voltage drops, the electrostatic cost of the last and most distant electron is

$$\frac{e^2Nt}{\varepsilon}\left(d+\frac t2\right)
=\frac{(0.01)(2)(1+1)}{0.2211}\ \mathrm{eV}\approx0.18\ \mathrm{eV}.$$

This is less than the gain of 0.5 eV, so even the last transfer lowers the energy. All donors empty, and

$$n=Nt=2.0\times10^{12}\ \mathrm{cm^{-2}}.$$

The outermost donor level remains about 0.32 eV above the monolayer band edge, but it has no electrons left to give. The density is now limited by the supply of donors. A small change in $\Delta$ does not alter it, whereas a change in $N$ or $t$ alters it in direct proportion. This holds until $t$ reaches $W$. Beyond that thickness, additional donors stay filled and the thick-barrier formula applies.
